**Grüneisen parameters from cubic force constants, compared with strained rings of atoms**

The program tests the formula for γ = −d ln ω/d ln L in terms of third energy derivatives, and its nearest-neighbour result γ = −aΦ3/(2Φ2). Here ω is a mode frequency, L the cell length (a for one atom per cell), and Φ2 and Φ3 are the second and third derivatives of the bond energy. The force constants come from symbolic differentiation; the comparison values come from an eight-cell ring that is strained, relaxed and diagonalized with a Hessian built from finite differences of forces. The program asserts that the two roads agree for a Morse chain at its equilibrium length, a chain under tension, a chain with second neighbours and a two-atom cell. It also asserts the translation sum rule, independence of the coordinate origin, and a second-order remainder for a finite stretch. The output shows γ = 3.75 at all nonzero wavevectors of the equilibrium chain, and values from 4.28 down to 3.75 once second neighbours are added. For the two-atom cell, leaving out internal relaxation changes γ of the highest mode from 2.70 to 3.70.

## Numerical check

```python
"""
Result under test: mode Grueneisen parameters gamma = -d ln(omega)/d ln(L)
of one-dimensional crystals, obtained from cubic force constants, and the
nearest-neighbour chain result gamma = -a*Phi3/(2*Phi2) at every wavevector.
  L, a      cell length (a for one atom per cell), angstrom
  Phi2,Phi3 second and third derivatives of the bond energy at its length
  theta     reduced wavevector q*L, held fixed under strain
  xi        internal displacement per unit strain (relaxation), angstrom
Independent road: forces on a strained, relaxed ring -> numerical Hessian ->
eigenvalues -> numerical logarithmic derivative.
Energies in eV, lengths in angstrom, masses in atomic mass units u.
"""
from collections import defaultdict
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq

CELLS = 8
TO_THZ = np.sqrt(const.e / (1e-20 * const.atomic_mass)) / (2e12 * np.pi)


def make_crystal(length, basis, masses, bonds):
    """Each bond: (atom i, atom j, cell shift of j, (depth, range, r0))."""
    return dict(L=length, x=np.array(basis, float),
                m=np.array(masses, float), bonds=bonds)


def force_constants(crystal):
    """Second and third energy derivatives by symbolic differentiation."""
    n = len(crystal["x"])
    sites = [(l, k) for l in range(-2, 3) for k in range(n)]
    X = {s: sp.Symbol(f"X_{s[0] + 2}_{s[1]}", real=True) for s in sites}
    values = {X[s]: s[0] * crystal["L"] + crystal["x"][s[1]] for s in sites}
    energy = sp.Integer(0)
    for l in range(-2, 3):
        for i, j, shift, (depth, alpha, r0) in crystal["bonds"]:
            if (l + shift, j) in X:
                r = X[(l + shift, j)] - X[(l, i)]
                energy += depth * (1 - sp.exp(-alpha * (r - r0)))**2
    phi2, phi3 = defaultdict(float), defaultdict(float)
    for k in range(n):
        first = sp.diff(energy, X[(0, k)])
        for p in sites:
            second = sp.diff(first, X[p])
            if second == 0:
                continue
            phi2[k, p] = float(second.subs(values))
            for s in sites:
                third = sp.diff(second, X[s])
                if third != 0:
                    phi3[k, p, s] = float(third.subs(values))
    return phi2, phi3


def internal_relaxation(crystal, phi2):
    """Solve for zero change of internal forces; atom 0 is held."""
    n = len(crystal["x"])
    matrix, rhs, xi = np.zeros((n, n)), np.zeros(n), np.zeros(n)
    for (k, (l, j)), value in phi2.items():
        matrix[k, j] += value
        rhs[k] -= value * (l * crystal["L"] + crystal["x"][j])
    if n > 1:
        xi[1:] = np.linalg.solve(matrix[1:, 1:], rhs[1:])
    return xi


def modes(crystal, constants, theta, xi, origin=0.0):
    """Eigenvalues omega^2 and their strain derivatives from Phi(3)."""
    phi2, phi3 = constants
    n, m = len(crystal["x"]), crystal["m"]
    D, dD = np.zeros((n, n), complex), np.zeros((n, n), complex)
    for (k, (l, j)), value in phi2.items():
        D[k, j] += value * np.exp(1j * theta * l) / np.sqrt(m[k] * m[j])
    for (k, (l, j), (l3, j3)), value in phi3.items():
        w = l3 * crystal["L"] + crystal["x"][j3] + xi[j3] + origin
        dD[k, j] += value * w * np.exp(1j * theta * l) / np.sqrt(m[k] * m[j])
    lam, vec = np.linalg.eigh(D)
    return lam, np.real(np.diag(vec.conj().T @ dD @ vec))


def cubic_gammas(crystal, constants, xi, origin=0.0):
    """All ring wavevectors, sorted by frequency, zero mode removed."""
    pairs = []
    for k in range(CELLS):
        lam, dlam = modes(crystal, constants, 2 * np.pi * k / CELLS, xi, origin)
        pairs += list(zip(lam, dlam))
    pairs = np.array(sorted(pairs)[1:])
    return pairs[:, 0], -pairs[:, 1] / (2 * pairs[:, 0])


def ring_forces(crystal, y, length):
    """Forces on a ring; y[l, k] is the position of atom k within cell l."""
    F = np.zeros_like(y)
    for l in range(CELLS):
        for i, j, shift, (depth, alpha, r0) in crystal["bonds"]:
            other = (l + shift) % CELLS
            r = y[other, j] - y[l, i] + shift * length
            decay = np.exp(-alpha * (r - r0))
            slope = 2 * depth * alpha * (1 - decay) * decay
            F[l, i] += slope
            F[other, j] -= slope
    return F


def relaxed_basis(crystal, strain):
    x, length = crystal["x"].copy(), crystal["L"] * (1 + strain)
    if len(x) == 2:
        def force(x1):
            y = np.tile([x[0], x1], (CELLS, 1))
            return ring_forces(crystal, y, length)[0, 1]
        x[1] = brentq(force, x[1] - 0.3, x[1] + 0.3, xtol=1e-14, rtol=1e-14)
    return x


def ring_eigenvalues(crystal, strain):
    length = crystal["L"] * (1 + strain)
    y0 = np.tile(relaxed_basis(crystal, strain), (CELLS, 1))
    size, step = y0.size, 1e-4
    H = np.zeros((size, size))
    for p in range(size):
        d = np.zeros(size)
        d[p] = step
        d = d.reshape(y0.shape)
        H[:, p] = (ring_forces(crystal, y0 - d, length)
                   - ring_forces(crystal, y0 + d, length)).ravel() / (2 * step)
    root = np.sqrt(np.tile(crystal["m"], CELLS))
    H = 0.5 * (H + H.T) / np.outer(root, root)
    return np.linalg.eigvalsh(H)[1:]


def ring_gammas(crystal, h=1e-4):
    plus, minus = ring_eigenvalues(crystal, h), ring_eigenvalues(crystal, -h)
    return -0.5 * np.log(plus / minus) / np.log((1 + h) / (1 - h))


# Finite-difference truncation and rounding are well below this tolerance.
TOL = 2e-5
a, mass, morse = 2.5, 30.0, (2.0, 1.0, 2.5)
no_xi = np.zeros(1)

# Nearest-neighbour chain at its equilibrium length
chain = make_crystal(a, [0.0], [mass], [(0, 0, 1, morse)])
fc = force_constants(chain)
Phi2 = -fc[0][0, (1, 0)]
Phi3 = fc[1][0, (0, 0), (1, 0)]
elements = {(p, s): fc[1][0, (p, 0), (s, 0)]
            for p, s in [(0, 0), (0, 1), (1, 1), (0, -1), (-1, -1)]}
expected = {(0, 0): 0, (0, 1): Phi3, (1, 1): -Phi3,
            (0, -1): -Phi3, (-1, -1): Phi3}
for key in elements:
    assert abs(elements[key] - expected[key]) < 1e-10
gamma_chain = -a * Phi3 / (2 * Phi2)
lam_chain, g_cubic = cubic_gammas(chain, fc, no_xi)
g_ring = ring_gammas(chain)
assert np.allclose(g_cubic, gamma_chain, atol=1e-9)
assert np.allclose(g_ring, gamma_chain, atol=TOL)
lam_ring = ring_eigenvalues(chain, 0.0)
assert np.allclose(lam_chain, lam_ring, rtol=1e-6)
theta = np.pi * np.arange(1, 5) / 4
pick = [0, 2, 4, 6]
assert np.allclose(lam_ring[pick], 2 * Phi2 * (1 - np.cos(theta)) / mass,
                   rtol=1e-6)
on_site = sum(v * s[0] * a for (k, p, s), v in fc[1].items() if p == (0, 0))
neighbour = sum(v * s[0] * a for (k, p, s), v in fc[1].items() if p == (1, 0))
assert abs(on_site - 2 * a * Phi3) < 1e-9
assert abs(neighbour + a * Phi3) < 1e-9

# The same chain held under tension
a_tension = 2.7
tense = make_crystal(a_tension, [0.0], [mass], [(0, 0, 1, morse)])
fc_t = force_constants(tense)
Phi2_t, Phi3_t = -fc_t[0][0, (1, 0)], fc_t[1][0, (0, 0), (1, 0)]
gamma_tension = -a_tension * Phi3_t / (2 * Phi2_t)
g_ring_t = ring_gammas(tense)
assert np.allclose(g_ring_t, gamma_tension, atol=TOL)

# Second neighbours make gamma depend on wavevector
second = make_crystal(a, [0.0], [mass],
                      [(0, 0, 1, morse), (0, 0, 2, morse)])
fc_2 = force_constants(second)
P2 = [-fc_2[0][0, (n, 0)] for n in (1, 2)]
P3 = [fc_2[1][0, (0, 0), (n, 0)] for n in (1, 2)]
top = sum(n * P3[n - 1] * (1 - np.cos(n * theta)) for n in (1, 2))
bottom = sum(P2[n - 1] * (1 - np.cos(n * theta)) for n in (1, 2))
g_second = -0.5 * a * top / bottom
g_ring_2 = ring_gammas(second)
assert np.allclose(g_ring_2[pick], g_second, atol=TOL)
assert np.allclose(cubic_gammas(second, fc_2, no_xi)[1], g_ring_2, atol=TOL)
assert np.ptp(g_second) > 0.1

# Two atoms per cell: internal relaxation is needed
bond_A, bond_B = (3.0, 1.2, 2.0), (1.5, 0.9, 3.0)
dimer = make_crystal(5.0, [0.0, 2.0], [20.0, 40.0],
                     [(0, 1, 0, bond_A), (1, 0, 1, bond_B)])
fc_d = force_constants(dimer)
xi = internal_relaxation(dimer, fc_d[0])
h = 1e-4
motion = (relaxed_basis(dimer, h)[1] - relaxed_basis(dimer, -h)[1]) / (2 * h)
assert abs(dimer["x"][1] + xi[1] - motion) < 1e-5
g_relaxed = cubic_gammas(dimer, fc_d, xi)[1]
g_frozen = cubic_gammas(dimer, fc_d, np.zeros(2))[1]
g_ring_d = ring_gammas(dimer)
assert np.allclose(g_relaxed, g_ring_d, atol=TOL)
assert np.max(np.abs(g_frozen - g_ring_d)) > 0.1

# Translation invariance and independence of the coordinate origin
for constants_set in (fc, fc_2, fc_d):
    sums = defaultdict(float)
    for (k, p, s), value in constants_set[1].items():
        sums[k, p] += value
    assert max(abs(v) for v in sums.values()) < 1e-9
assert np.allclose(cubic_gammas(dimer, fc_d, xi, 7.3)[1], g_relaxed, atol=1e-8)

# One per cent stretch of the nearest-neighbour chain
stretch = 0.01
f0 = np.sqrt(lam_ring[-1]) * TO_THZ
f_direct = np.sqrt(ring_eigenvalues(chain, stretch)[-1]) * TO_THZ
f_linear = f0 * (1 - gamma_chain * stretch)
# The remainder must be of second order: halving strain divides it by four.
f_half = np.sqrt(ring_eigenvalues(chain, stretch / 2)[-1]) * TO_THZ
ratio = (f_direct - f_linear) / (f_half - f0 * (1 - gamma_chain * stretch / 2))
assert abs(ratio - 4) < 0.2

print("NEAREST-NEIGHBOUR MORSE CHAIN")
print(f"depth = {morse[0]:.1f} eV, range parameter = {morse[1]:.1f} 1/angstrom")
print(f"a = {a:.1f} angstrom, mass = {mass:.0f} u, ring cells = {CELLS}")
print(f"Phi2 = {Phi2:.4f} eV/angstrom^2")
print(f"Phi3 = {Phi3:.4f} eV/angstrom^3")
for (p, s), value in elements.items():
    print(f"Phi(0,{p},{s}) = {value + 0.0:.4f} eV/angstrom^3")
print(f"contracted on-site term = {on_site:.4f} eV/angstrom^2")
print(f"contracted neighbour term = {neighbour:.4f} eV/angstrom^2")
print(f"gamma = -a Phi3/(2 Phi2) = {gamma_chain:.5f} (dimensionless)")
print("theta/pi, frequency (THz), gamma cubic, gamma strained ring")
for t, i in zip(theta, pick):
    print(f"{t/np.pi:.2f}  {np.sqrt(lam_ring[i])*TO_THZ:.4f}"
          f"  {g_cubic[i]:.5f}  {g_ring[i]:.5f}")
print("CHAIN UNDER TENSION")
print(f"a = {a_tension:.1f} angstrom")
print(f"Phi2 = {Phi2_t:.4f} eV/angstrom^2, Phi3 = {Phi3_t:.4f} eV/angstrom^3")
print(f"gamma formula = {gamma_tension:.5f} (dimensionless)")
print(f"gamma ring, min and max = {g_ring_t.min():.5f}, {g_ring_t.max():.5f}")
print("SECOND NEIGHBOURS ADDED, a = %.1f angstrom" % a)
print(f"second-neighbour Phi2 = {P2[1]:.4f} eV/angstrom^2")
print(f"second-neighbour Phi3 = {P3[1]:.4f} eV/angstrom^3")
print("theta/pi, gamma formula, gamma strained ring")
for t, g, i in zip(theta, g_second, pick):
    print(f"{t/np.pi:.2f}  {g:.5f}  {g_ring_2[i]:.5f}")
print("TWO-ATOM CELL, L = %.1f angstrom" % dimer["L"])
print(f"masses = {dimer['m'][0]:.0f}, {dimer['m'][1]:.0f} u")
for name, b in (("A", bond_A), ("B", bond_B)):
    print(f"bond {name}: depth {b[0]:.1f} eV, range {b[1]:.1f} 1/angstrom,"
          f" length {b[2]:.1f} angstrom")
print(f"xi of atom 1 = {xi[1]:.5f} angstrom per unit strain")
print(f"atom 1 motion: formula {dimer['x'][1]+xi[1]:.5f},"
      f" relaxed ring {motion:.5f} angstrom per unit strain")
print("highest mode and lowest nonzero mode: gamma with xi, without xi, ring")
for label, i in (("highest", -1), ("lowest", 0)):
    print(f"{label}: {g_relaxed[i]:.5f}  {g_frozen[i]:.5f}  {g_ring_d[i]:.5f}")
print("STRETCH OF NEAREST-NEIGHBOUR CHAIN, ZONE BOUNDARY")
print(f"strain = {100*stretch:.1f} per cent")
print(f"frequency before = {f0:.4f} THz")
print(f"frequency after, linear prediction = {f_linear:.4f} THz")
print(f"frequency after, direct = {f_direct:.4f} THz")
print(f"remainder ratio on halving the strain = {ratio:.3f}")
print("checks complete")
```

Running it gives:

```
NEAREST-NEIGHBOUR MORSE CHAIN
depth = 2.0 eV, range parameter = 1.0 1/angstrom
a = 2.5 angstrom, mass = 30 u, ring cells = 8
Phi2 = 4.0000 eV/angstrom^2
Phi3 = -12.0000 eV/angstrom^3
Phi(0,0,0) = 0.0000 eV/angstrom^3
Phi(0,0,1) = -12.0000 eV/angstrom^3
Phi(0,1,1) = 12.0000 eV/angstrom^3
Phi(0,0,-1) = 12.0000 eV/angstrom^3
Phi(0,-1,-1) = -12.0000 eV/angstrom^3
contracted on-site term = -60.0000 eV/angstrom^2
contracted neighbour term = 30.0000 eV/angstrom^2
gamma = -a Phi3/(2 Phi2) = 3.75000 (dimensionless)
theta/pi, frequency (THz), gamma cubic, gamma strained ring
0.25  4.3691  3.75000  3.75000
0.50  8.0730  3.75000  3.75000
0.75  10.5479  3.75000  3.75000
1.00  11.4170  3.75000  3.75000
CHAIN UNDER TENSION
a = 2.7 angstrom
Phi2 = 2.0876 eV/angstrom^2, Phi3 = -7.4502 eV/angstrom^3
gamma formula = 4.81777 (dimensionless)
gamma ring, min and max = 4.81778, 4.81778
SECOND NEIGHBOURS ADDED, a = 2.5 angstrom
second-neighbour Phi2 = -0.2744 eV/angstrom^2
second-neighbour Phi3 = 0.2205 eV/angstrom^3
theta/pi, gamma formula, gamma strained ring
0.25  4.28259  4.28259
0.50  4.02690  4.02690
0.75  3.82290  3.82290
1.00  3.75000  3.75000
TWO-ATOM CELL, L = 5.0 angstrom
masses = 20, 40 u
bond A: depth 3.0 eV, range 1.2 1/angstrom, length 2.0 angstrom
bond B: depth 1.5 eV, range 0.9 1/angstrom, length 3.0 angstrom
xi of atom 1 = -0.90244 angstrom per unit strain
atom 1 motion: formula 1.09756, relaxed ring 1.09756 angstrom per unit strain
highest mode and lowest nonzero mode: gamma with xi, without xi, ring
highest: 2.69839  3.69878  2.69839
lowest: 4.58968  3.95726  4.58968
STRETCH OF NEAREST-NEIGHBOUR CHAIN, ZONE BOUNDARY
strain = 1.0 per cent
frequency before = 11.4170 THz
frequency after, linear prediction = 10.9888 THz
frequency after, direct = 10.9932 THz
remainder ratio on halving the strain = 3.975
checks complete
```
